# Kinetic-energy density and meta-GGA terms in the PAW method

In the projector augmented-wave (PAW) method the kinetic-energy density needed by a meta-GGA splits into a smooth part and two one-centre parts on each atom \(a\),

\[
\tau=\tilde\tau+\sum_a\left(\tau^1_a-\tilde\tau^1_a\right), \tag{1}
\]

provided that the partial waves are complete inside the augmentation spheres. The exchange-correlation energy is then evaluated as

\[
E=\int F(\tilde n,\tilde\sigma,\tilde\tau)\,d^3r+\sum_a\int_{\Omega_a}\left[F(n^1_a,\sigma^1_a,\tau^1_a)-F(\tilde n^1_a,\tilde\sigma^1_a,\tilde\tau^1_a)\right]d^3r, \tag{2}
\]

and its contribution to the atomic matrix \(D_{ij}\) is

\[
D_{ij}=\int_{\Omega_a}\left[v_n\phi_i\phi_j+2v_\sigma\nabla n^1\cdot\nabla(\phi_i\phi_j)+\tfrac12v_\tau\nabla\phi_i\cdot\nabla\phi_j\right]d^3r-(\text{pseudo}). \tag{3}
\]

"Pseudo" denotes the same integral with \(\tilde\phi_i\), \(\tilde n^1\) and the potentials of the pseudo fields. The last term in the bracket is what a meta-GGA adds to a GGA, and it needs only first derivatives of the partial waves.

Hartree atomic units are used. \(F(n,\sigma,\tau)\) is the energy per volume of a spin-unpolarized functional, \(\sigma=|\nabla n|^2\), and \(v_x=\partial F/\partial x\). The sphere \(\Omega_a\) has radius \(r_c\), and different spheres do not overlap. The partial waves \(\phi_i\) and \(\tilde\phi_i\) are real. The core is frozen, and core tails from other atoms are neglected inside \(\Omega_a\). Equation (3) is the exchange-correlation part of \(D_{ij}\) alone; the ordinary kinetic and electrostatic parts are added to it.

## The decomposition and its remainder

Consider one sphere and drop the label \(a\). The PAW transformation reads

\[
\psi_n=\tilde\psi_n+\sum_i(\phi_i-\tilde\phi_i)c_{ni},\qquad c_{ni}=\langle\tilde p_i|\tilde\psi_n\rangle,\qquad \langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}. \tag{4}
\]

Define the one-centre expansions \(\psi^1_n=\sum_i\phi_ic_{ni}\) and \(\tilde\psi^1_n=\sum_i\tilde\phi_ic_{ni}\), together with

\[
d_n=\psi^1_n-\tilde\psi^1_n,\qquad e_n=\tilde\psi_n-\tilde\psi^1_n=\psi_n-\psi^1_n. \tag{5}
\]

The two forms of \(e_n\) agree because \(\psi_n=\tilde\psi_n+d_n\). Thus \(d_n\) is the augmentation, and \(e_n\) is the part of the orbital that the partial waves miss.

Omit \(n\) and expand the square:

\[
|\nabla\psi|^2=|\nabla\tilde\psi|^2+|\nabla d|^2+2\,\mathrm{Re}\,\nabla\tilde\psi^*\cdot\nabla d.
\]

Since \(\psi^1=\tilde\psi^1+d\), in the same way

\[
|\nabla\psi^1|^2-|\nabla\tilde\psi^1|^2=|\nabla d|^2+2\,\mathrm{Re}\,\nabla\tilde\psi^{1*}\cdot\nabla d.
\]

Subtracting the second line from the first removes \(|\nabla d|^2\) and leaves \(\tilde\psi-\tilde\psi^1=e\) in the cross term:

\[
|\nabla\psi|^2=|\nabla\tilde\psi|^2+|\nabla\psi^1|^2-|\nabla\tilde\psi^1|^2+2\,\mathrm{Re}\,\nabla e^*\cdot\nabla d. \tag{6}
\]

With occupations \(f_n\) and \(\rho_{ij}=\sum_nf_nc_{ni}^*c_{nj}\), the three parts are

\[
\begin{aligned}
\tilde\tau&=\tfrac12\sum_nf_n|\nabla\tilde\psi_n|^2+\tilde\tau_c,\\
\tau^1&=\tfrac12\sum_{ij}\rho_{ij}\nabla\phi_i\cdot\nabla\phi_j+\tau_c,\\
\tilde\tau^1&=\tfrac12\sum_{ij}\rho_{ij}\nabla\tilde\phi_i\cdot\nabla\tilde\phi_j+\tilde\tau_c.
\end{aligned} \tag{7}
\]

The true density is \(\tau=\frac12\sum_nf_n|\nabla\psi_n|^2+\tau_c\). Multiplying (6) by \(f_n/2\) and summing gives

\[
\tilde\tau+\tau^1-\tilde\tau^1-\tau=-\sum_nf_n\,\mathrm{Re}\,\nabla e_n^*\cdot\nabla d_n. \tag{8}
\]

The smooth core \(\tilde\tau_c\) has cancelled from \(\tau\), so (1) does not depend on how it is chosen inside the sphere. It still enters the nonlinear \(F\) in (2): it changes the pseudo part of \(D_{ij}\), and for incomplete partial waves it also changes the energy. By construction \(\tilde\phi_i=\phi_i\), \(\tilde n_c=n_c\) and \(\tilde\tau_c=\tau_c\) for \(r\ge r_c\), so outside the sphere \(d_n=0\) and the remainder vanishes. Inside, the remainder vanishes if \(e_n=0\), which is the completeness assumed in (1). With a finite set of partial waves, (1) is an approximation whose local error is (8).

The electron density splits in the same way, with

\[
n^1=\sum_{ij}\rho_{ij}\phi_i\phi_j+n_c,\qquad \tilde n^1=\sum_{ij}\rho_{ij}\tilde\phi_i\tilde\phi_j+\tilde n_c,\qquad \tilde n=\sum_nf_n|\tilde\psi_n|^2+\tilde n_c. \tag{9}
\]

## A condition on the smooth core

The TPSS functional used below depends on the ratio of \(\tau\) to the von Weizsäcker density \(\tau_W=|\nabla n|^2/(8n)\). For a valence density made of orbitals with occupations \(f_n\ge0\), the Cauchy–Schwarz inequality gives

\[
|\nabla n_v|\le2\sum_nf_n|\psi_n||\nabla\psi_n|\le2\sqrt{n_v}\sqrt{2\tau_v}=\sqrt{8n_v\tau_v}. \tag{10}
\]

If the core pair also obeys \(|\nabla n_c|\le\sqrt{8n_c\tau_c}\), a second use of the inequality yields

\[
|\nabla(n_v+n_c)|\le\sqrt{8n_v\tau_v}+\sqrt{8n_c\tau_c}\le\sqrt{8(n_v+n_c)(\tau_v+\tau_c)}.
\]

Hence \(\tau\ge\tau_W\) for the total. The argument holds for the smooth and both one-centre densities, because each valence part is a sum over orbitals. It is therefore sufficient to choose \(\tilde n_c>0\) and \(\tilde\tau_c\ge|\nabla\tilde n_c|^2/(8\tilde n_c)\). A compensation charge added to \(\tilde n\) without a partner in \(\tilde\tau\) would not be covered by this proof. For this reason no compensation charge enters the arguments of \(F\) here.

## Gradients of partial waves on a radial grid

Write \(\phi_i=R_i(r)Y_i\), where \(Y_i\) is a real spherical harmonic of degree \(l_i\). The gradient of \(Y_i\) is perpendicular to \(\hat r\), so

\[
\nabla\phi_i\cdot\nabla\phi_j=R_i'R_j'Y_iY_j+R_iR_j\nabla Y_i\cdot\nabla Y_j. \tag{11}
\]

The angular product follows from the Laplacian of \(Y_iY_j\). The product rule and \(r^2\nabla^2Y_i=-l_i(l_i+1)Y_i\) give

\[
r^2\nabla^2(Y_iY_j)=-\left[l_i(l_i+1)+l_j(l_j+1)\right]Y_iY_j+2r^2\nabla Y_i\cdot\nabla Y_j.
\]

Now expand \(Y_iY_j=\sum_{LM}G^{LM}_{ij}Y_{LM}\), with \(G^{LM}_{ij}=\int Y_iY_jY_{LM}\,d\Omega\). The left side becomes \(-\sum_{LM}L(L+1)G^{LM}_{ij}Y_{LM}\). Solving for the gradient product,

\[
r^2\nabla Y_i\cdot\nabla Y_j=\sum_{LM}\lambda^L_{ij}G^{LM}_{ij}Y_{LM},\qquad
\lambda^L_{ij}=\tfrac12\left[l_i(l_i+1)+l_j(l_j+1)-L(L+1)\right]. \tag{12}
\]

Inserting (11) and (12) in (7), the valence part of \(\tau^1\) has the multipole components

\[
\tau^1_{LM}(r)=\tfrac12\sum_{ij}\rho_{ij}G^{LM}_{ij}\left[R_i'R_j'+\lambda^L_{ij}\frac{R_iR_j}{r^2}\right]. \tag{13}
\]

For two s waves only \(L=0\) is allowed, and \(\lambda=0\). For an s and a p wave \(L=1\), and again \(\lambda=0\), as it must be because \(\nabla Y_{00}=0\). Two p waves have \(\lambda=2\) for \(L=0\) and \(\lambda=-1\) for \(L=2\). In numerical work it is safest to set the coefficients forbidden by the selection rules exactly to zero, since \(1/r^2\) magnifies their rounding errors at the grid points closest to the nucleus.

## The energy and its derivative with respect to \(\rho_{ij}\)

If \(e_n=0\) in the sphere, then \(\tilde\psi_n=\tilde\psi^1_n\) there. Consequently \(\tilde n=\tilde n^1\), \(\tilde\sigma=\tilde\sigma^1\) and \(\tilde\tau=\tilde\tau^1\). Since \(F\) depends on these fields at one point at a time, the smooth energy inside the sphere cancels the pseudo one-centre energy in (2). The all-electron one-centre energy remains. Outside the spheres the smooth fields are the true ones, so (2) is then the energy of the true density.

This argument does not require \(F\) to be linear. For incomplete partial waves, the error of (2) within a sphere is

\[
\Delta E=\int_\Omega\left\{\left[F(\tilde n,\tilde\sigma,\tilde\tau)-F(\tilde n^1,\tilde\sigma^1,\tilde\tau^1)\right]-\left[F(n,\sigma,\tau)-F(n^1,\sigma^1,\tau^1)\right]\right\}d^3r. \tag{14}
\]

Each bracket compares a full field with its one-centre expansion and vanishes with \(e_n\). The difference has no fixed sign in general.

A self-consistent calculation must differentiate the energy (2) that it actually uses. A change of \(\rho_{ij}\) in the all-electron one-centre term gives

\[
\delta E^1=\int_\Omega\left[v_n\delta n^1+2v_\sigma\nabla n^1\cdot\nabla\delta n^1+v_\tau\delta\tau^1\right]d^3r, \tag{15}
\]

where \(\delta\sigma=2\nabla n\cdot\nabla\delta n\) was used. From (7) and (9),

\[
\frac{\partial n^1}{\partial\rho_{ij}}=\phi_i\phi_j,\qquad \frac{\partial\tau^1}{\partial\rho_{ij}}=\tfrac12\nabla\phi_i\cdot\nabla\phi_j. \tag{16}
\]

The frozen core does not contribute to these derivatives. Inserting (16) in (15), and subtracting the pseudo counterpart, gives (3). The factor \(\frac12\) in its last term comes from the definition of \(\tau\). The core still matters, because the potentials are evaluated at densities that include it.

On a radial grid, put \(v_{\tau,LM}(r)=\int v_\tau Y_{LM}\,d\Omega\). By (11) and (12) the all-electron \(\tau\) term of (3) becomes

\[
D^{\tau,\mathrm{AE}}_{ij}=\tfrac12\sum_{LM}G^{LM}_{ij}\int_0^{r_c}v_{\tau,LM}\left[r^2R_i'R_j'+\lambda^L_{ij}R_iR_j\right]dr. \tag{17}
\]

## The Hamiltonian acting on smooth orbitals

Let \(\tilde\psi_n\) change by a small function \(\eta\). The smooth fields change by \(\delta\tilde n=f_n\eta^*\tilde\psi_n+\text{c.c.}\) and \(\delta\tilde\tau=\frac12f_n\nabla\eta^*\cdot\nabla\tilde\psi_n+\text{c.c.}\) The \(\tau\) part of the smooth energy therefore changes by

\[
\frac{f_n}{2}\int\tilde v_\tau\nabla\eta^*\cdot\nabla\tilde\psi_n\,d^3r+\text{c.c.}
=-\frac{f_n}{2}\int\eta^*\nabla\cdot(\tilde v_\tau\nabla\tilde\psi_n)\,d^3r+\text{c.c.} \tag{18}
\]

The outer surface term vanishes for localized or periodic functions. The density part is integrated by parts in the same way. For the augmentation,

\[
\delta\rho_{ij}=f_n\left(\langle\eta|\tilde p_i\rangle c_{nj}+c_{ni}^*\langle\tilde p_j|\eta\rangle\right).
\]

Because \(D_{ij}\) is real and symmetric, \(\sum_{ij}D_{ij}\delta\rho_{ij}\) equals \(f_n\sum_{ij}\langle\eta|\tilde p_i\rangle D_{ij}\langle\tilde p_j|\tilde\psi_n\rangle\) plus its complex conjugate. Reading off the factor of \(f_n\eta^*\) gives the exchange-correlation operator

\[
\hat V\tilde\psi=\left[\tilde v_n-2\nabla\cdot(\tilde v_\sigma\nabla\tilde n)\right]\tilde\psi-\tfrac12\nabla\cdot(\tilde v_\tau\nabla\tilde\psi)+\sum_{a,ij}|\tilde p_i\rangle D_{ij}\langle\tilde p_j|\tilde\psi\rangle. \tag{19}
\]

Together with the ordinary kinetic operator, the smooth derivative term is \(-\frac12\nabla\cdot[(1+\tilde v_\tau)\nabla]\). Thus \(\tilde v_\tau\) acts as a position-dependent change of the inverse mass. If \(v_\tau=0\), the GGA form is recovered.

Equation (3) could also be integrated by parts. The all-electron integral would then acquire the surface terms

\[
\oint_{r_c}\left[2v_\sigma\phi_i\phi_j\,\partial_rn^1+\tfrac12v_\tau\phi_i\,\partial_r\phi_j\right]dS, \tag{20}
\]

assuming that \(v_\sigma\) and \(v_\tau\) are continuous inside the sphere away from the nucleus and that the fluxes are bounded at the nucleus. The pseudo integral has the same terms. They cancel in the difference if the partial waves, core densities and first derivatives match at \(r_c\), and \(\tau_c=\tilde\tau_c\) there, since the potentials then match too. The gradient form (3) avoids these terms and the derivatives of \(v_\sigma\) and \(v_\tau\).

## A model with unequally occupied hybrids

Take the potential \(-Z/r\) with \(Z=6\), a sphere of \(r_c=1\) bohr and a \(1s^2\) core. The valence orbitals are the hydrogenic hybrids \((2s\pm2p_z)/\sqrt2\), with occupations 2 and 1 shared equally between the spins. Their energy is \(-Z^2/8=-4.5\) hartree. The TPSS functional is evaluated on these fixed orbitals; no self-consistent atom is computed.

The partial waves are regular Coulomb solutions at \(-4\), \(-5\) and \(-3\) hartree, added in that order and normalized to one within the sphere. None has the orbital energy, so the expansion is incomplete. The incompleteness is radial only: the orbitals have s and p parts alone, and both channels have partial waves. The higher angular momenta that neighbouring atoms bring into a sphere are absent from this model, so its errors do not measure that part of \(e_n\). Each \(\tilde\phi_i\) is \(r^lY_{l0}\) times an even polynomial that matches the all-electron function in value and three derivatives at \(r_c\). The projectors are the combinations of \((1-r^2/r_c^2)^2\tilde\phi_j\), set to zero outside the sphere, that satisfy \(\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}\). Projecting \(\tilde\psi=\psi-\sum_j(\phi_j-\tilde\phi_j)c_j\) on \(\tilde p_i\) gives \(\sum_j\langle\tilde p_i|\phi_j\rangle c_j=\langle\tilde p_i|\psi\rangle\), which determines the smooth orbital from the known true one.

For the core, \(|\nabla\phi_{1s}|=Z\phi_{1s}\) implies \(\tau_c=Z^2n_c/2\). The smooth core uses the same ratio, \(\tilde\tau_c=Z^2\tilde n_c/2\), and the numerical check confirms its von Weizsäcker bound.

With one, two and three waves per angular momentum, \(\int_\Omega|\Delta\tau|\,d^3r\) is 0.162, 0.0147 and 0.00075 hartree, where \(\Delta\tau\) is the left side of (8). The corresponding errors in \(E\) are \(-2.2\times10^{-3}\), \(-7.7\times10^{-4}\) and \(+3.0\times10^{-5}\) hartree. The change of sign shows that the truncated energy is not a bound.

The remaining numbers use two waves per angular momentum. At \(z=0.3\) bohr on the axis, (1) gives

\[
2.4803+78.6540-2.4711=78.6632\ \text{hartree/bohr}^3.
\]

The true value is 78.6268, so the error is 0.05% of it. Most of that value is the frozen core, \(\tau_c=(Z^5/\pi)e^{-2Zr}=67.6\), which is exact by construction; relative to the valence part of 11.0 the error is 0.33%. At this point the one-centre all-electron term alone, off by 0.027, is closer than the three-part sum, off by 0.036. For the exchange-correlation energy in the sphere,

\[
-1.266736-5.521927+1.267300=-5.521363\ \text{hartree}=-150.24\ \text{eV}.
\]

The true-density value is \(-5.52059\) hartree, and the difference is 0.014% of it. The kinetic energies combine as \(4.3933+46.8371-4.3818=46.8486\) hartree, against a true 46.8376. Here the one-centre all-electron term alone happens to lie closer to the truth than the three-part sum. Adding the other two parts need not reduce every integrated error when the expansion is incomplete.

For the first s wave, the density and \(\tau\) parts of (3) are

\[
D_{s_1s_1}=-0.0994+0.0362=-0.0632\ \text{hartree}=-1.72\ \text{eV}.
\]

The \(\tau\) part cancels more than a third of the density part. For the first p wave the sum is \(-0.4461+0.0108=-0.4353\) hartree, and the \(\tau\) part is far less important. These numbers belong to the smooth core chosen above. With \(\tilde\tau_c=|\nabla\tilde n_c|^2/(8\tilde n_c)\) instead, the two sums become \(-0.0936+0.0319=-0.0617\) and \(-0.4216-0.0086=-0.4302\) hartree, \(D_{s_1p_1}\) becomes 0.0159 hartree, and the one-wave error in \(E\) becomes \(-3.2\times10^{-3}\) hartree. The element \(D_{s_1p_1}=0.0116\) hartree is nonzero because the unequal occupations give the density an odd angular part; for an even density it would vanish by parity.

Finally, change the first smooth orbital by \(t\eta\), with \(\eta=(1-r^2/r_c^2)^2(Y_{00}+rY_{10})\) inside the sphere, \(\eta=0\) outside, and all lengths in bohr. The derivative of (2) at \(t=0\) is

\[
0.14515-0.21135=-0.06620\ \text{hartree},
\]

where the first number is the smooth part and the second comes from \(D_{ij}\). A finite difference of the energy gives the same value to the digits shown. Without the augmentation term the derivative would have the wrong sign.

## Table of computed values

```
Z = 6.0, sphere radius = 1.00 bohr
valence orbital energy = -4.500 hartree
partial-wave energies (hartree): [-4.0, -5.0, -3.0]
valence occupations (electrons): [2.0, 1.0]
1 wave(s) per l: int|tau error| = 1.619e-01, Exc error = -2.195e-03 hartree
2 wave(s) per l: int|tau error| = 1.469e-02, Exc error = -7.722e-04 hartree
3 wave(s) per l: int|tau error| = 7.549e-04, Exc error = 3.012e-05 hartree
Below: two partial waves per l, order s1 s2 p1 p2
true: kinetic 46.837610, Exc -5.520591 hartree
smooth: kinetic 4.393252, Exc -1.266736 hartree
one-centre AE: kinetic 46.837149, Exc -5.521927 hartree
one-centre PS: kinetic 4.381765, Exc -1.267300 hartree
three-part kinetic sum = 46.848636 hartree
three-part Exc sum = -5.521363 hartree = -150.2439 eV
tau at z = 0.3 bohr on the axis, hartree/bohr^3:
  true: 78.626816
  smooth: 2.480272
  one-centre AE: 78.654029
  one-centre PS: 2.471118
  three-part sum: 78.663183
smallest tau/tau_W, true: 1.01658
smallest tau/tau_W, smooth: 1.01658
smallest tau/tau_W, one-centre AE: 1.01598
smallest tau/tau_W, one-centre PS: 1.01598
s1-s1: rho 0.19392; D density -0.099403, tau 0.036244, sum -0.063159 hartree
s1-s2: rho 0.20138; D density -0.112711, tau 0.035587, sum -0.077124 hartree
s2-s2: rho 0.20911; D density -0.123182, tau 0.034342, sum -0.088840 hartree
s1-p1: rho 0.07206; D density 0.013287, tau -0.001709, sum 0.011578 hartree
p1-p1: rho 0.24098; D density -0.446118, tau 0.010849, sum -0.435269 hartree
p1-p2: rho 0.26877; D density -0.379749, tau 0.007873, sum -0.371876 hartree
p2-p2: rho 0.29977; D density -0.322443, tau 0.005041, sum -0.317402 hartree
D(s1,s1) = -1.7186 eV
largest |D - finite difference| = 2.8e-11 hartree
orbital derivative: smooth 0.145149, D part -0.211347, sum -0.066198 hartree
orbital derivative by finite difference = -0.066198 hartree
exchange tau potential element: gradient form 0.001330, divergence form 0.001330 hartree
```
